# Configuration energies and effective hybridization of an octahedral d0 ion

A transition-metal ion with a formally empty d shell sits at the centre of a regular octahedron of six ligands. Each ligand has filled p orbitals. Electrons can hop from the ligands to the ion, so the true ground state mixes $d^0$ with configurations $d^mL^m$, where $m$ electrons have moved and left $m$ ligand holes $L$. When a core hole changes this mixing, core photoemission shows satellites beside the main line.

The model contains these ingredients:

- Each pair of d electrons repels with the same average energy $U>0$, and each d electron repels each core electron with the same average energy $Q>0$. Multiplet terms, spin-orbit coupling and interactions between ligand holes are left out.
- All ligand p orbitals have the same energy, and hopping between ligands is neglected. The five d orbitals also have the same bare energy until part (h).
- Hopping conserves spin and is not changed by a core hole.

The numerical example uses round model parameters that belong to no particular material: $U=4$ eV, $Q=6$ eV, and others given where they are defined.

## (a) Which ligand orbitals take part?

**Question.** Let $pd\sigma$ and $pd\pi$ be the hopping energies between a d and a p orbital of σ and π type about their bond. Find the ligand combinations that couple to the d shell, and their coupling strengths.

**Solution.** Write the angular part of a real d orbital as $\hat n\cdot D\hat n$, with $D$ a symmetric traceless $3\times3$ matrix. The angular average of $n_an_bn_cn_d$ is $(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15$, so the overlap of two such functions is proportional to $\mathrm{Tr}(DD')$. Five matrices with $\mathrm{Tr}(DD')=\delta_{DD'}$ therefore describe an orthonormal d shell. The two $e_g$ orbitals have diagonal matrices. The three $t_{2g}$ orbitals have purely off-diagonal ones.

For a ligand in direction $\hat r$, the normalized d orbitals of σ type, and of π type along $\hat p\perp\hat r$, have the matrices

$$S=\frac{3\hat r\hat r^T-1}{\sqrt6},\qquad P=\frac{\hat r\hat p^T+\hat p\hat r^T}{\sqrt2}.$$

The content of these in $D$ is $\mathrm{Tr}(DS)=\sqrt{3/2}\,\hat r\cdot D\hat r$ and $\mathrm{Tr}(DP)=\sqrt2\,\hat p\cdot D\hat r$. Multiplying by $pd\sigma$ and $pd\pi$ gives the hopping amplitudes, which form a $5\times18$ matrix $T$.

Now sum products of amplitudes over all ligand orbitals. Each cubic axis carries two ligands, which doubles the squared factors $3/2$ and $2$:

$$(TT^T)_{DD'}=3(pd\sigma)^2\sum_aD_{aa}D'_{aa}+4(pd\pi)^2\sum_{a\ne b}D_{ab}D'_{ab}.$$

For two $e_g$ orbitals the first sum is $\mathrm{Tr}(DD')$ and the second vanishes. For two $t_{2g}$ orbitals the roles are exchanged. Mixed terms vanish. Hence $TT^T$ is diagonal, with

$$V_{eg}^2=3(pd\sigma)^2,\qquad V_{t2g}^2=4(pd\pi)^2.$$

Each d orbital $\gamma$ couples to one normalized ligand orbital, $L_\gamma=\sum_jT_{\gamma j}p_j/V_\gamma$. These five orbitals are orthonormal because $TT^T$ is diagonal. The other 13 combinations do not couple, so hopping cannot change their occupation. In all states reached from $d^0$ they stay full and drop out; for the example parameters the ground state is among these states.

The sign of $V_\gamma$ can be reversed by reversing the sign of $L_\gamma$. The example takes $V_{eg}=3$ eV and $V_{t2g}=-1.5$ eV.

## (b) What do the configurations cost?

**Question.** Let $\Delta$ be the energy of $d^1L$ above $d^0$ when the core is full, before hybridization. Find the energy of $d^mL^m$ relative to $d^0$, for a full core and for a core with one hole.

**Solution.** With spin there are ten d spin-orbitals $i$, four $e_g$ and six $t_{2g}$, each with its ligand partner. Let $v_i$ be $V_{eg}$ or $V_{t2g}$ accordingly. The Hamiltonian is

$$H=\varepsilon_dn_d+\varepsilon_Ln_L+\frac U2n_d(n_d-1)+Qn_dn_c+H_{\rm hyb},$$

$$H_{\rm hyb}=\sum_{i=1}^{10}v_i\left(d_i^\dagger L_i+L_i^\dagger d_i\right).$$

Here $n_d$, $n_L$ and $n_c$ count d, ligand and core electrons, and $L_i$ removes an electron from the ligand spin-orbital. The factor $n_d(n_d-1)/2$ is the number of d-electron pairs. Terms that involve the core alone are constant for a given core occupation and cancel below.

In $d^mL^m$ we have $n_d=m$ and $n_L=10-m$. Subtracting the $d^0$ energy $10\varepsilon_L$ gives

$$E_m=m(\varepsilon_d-\varepsilon_L+Qn_c)+\frac{m(m-1)}2U.$$

Take a full 2p core, $n_c=6$. There are no pairs at $m=1$, so the definition of $\Delta$ gives $\Delta=\varepsilon_d-\varepsilon_L+6Q$. Thus

$$E_m^{\rm full}=m\Delta+\frac{m(m-1)}2U.$$

With one core electron missing, $n_c=5$ and the bracket becomes $\Delta-Q$:

$$E_m^{\rm hole}=m\Delta+\frac{m(m-1)}2U-mQ.$$

The minus sign comes from a lost repulsion: each d electron has one core electron fewer to repel it. This acts as an attraction to the core hole.

Take $\Delta=4$ eV. For $m=2$ the full-core energy is $2\cdot4+4=12$ eV, and the core hole lowers it by $2\cdot6=12$ eV to zero. For $m=0,1,2,3$ the energies are $0,4,12,24$ eV with a full core and $0,-2,0,6$ eV with a core hole. Since $Q>\Delta$, the core hole pulls $d^1L$ below $d^0$.

## (c) How strongly is $d^0$ coupled to $d^1L$?

**Question.** There are ten states $d^1L$ that can be reached by one hop. Replace them by a single normalized state that carries the whole coupling, and find its strength.

**Solution.** Let $|0\rangle$ be $d^0$ with all ligand orbitals full, and let $|i\rangle=d_i^\dagger L_i|0\rangle$. The reverse hops $L_i^\dagger d_i$ give zero on $|0\rangle$, because there is no d electron to remove. Therefore

$$H_{\rm hyb}|0\rangle=\sum_iv_i|i\rangle.$$

The states $|i\rangle$ have different occupations, so they are orthogonal, and each has norm one. The squared norm of the right-hand side is the sum of the squares:

$$V_{\rm eff}^2=\sum_iv_i^2=4V_{eg}^2+6V_{t2g}^2,\qquad V_{\rm eff}=\sqrt{4V_{eg}^2+6V_{t2g}^2}.$$

The state sought is

$$|1\rangle=\frac1{V_{\rm eff}}\sum_iv_i|i\rangle,\qquad\langle1|H_{\rm hyb}|0\rangle=V_{\rm eff}.$$

A combination $\sum_ic_i|i\rangle$ orthogonal to $|1\rangle$ has $\sum_ic_i^*v_i=0$. This sum is also its matrix element with $H_{\rm hyb}|0\rangle$, so the nine remaining combinations do not couple to $d^0$.

The factors 4 and 6 count spin-orbitals: two $e_g$ and three $t_{2g}$ orbitals, each with two spins. Squares are added because the hops lead to orthogonal states, and the sign of $V_{t2g}$ has no effect.

In the example the two parts are $4\cdot3^2=36$ eV² and $6\cdot1.5^2=13.5$ eV², so $V_{\rm eff}=\sqrt{49.5}=7.036$ eV. This is more than twice the largest single hopping energy.

## (d) What is the spectrum with two configurations?

**Question.** Keep $d^0$ and $d^1L$ alone. Find the energies and the lowest state for a full core and for a core hole.

**Solution.** Let $D=\Delta$ for a full core and $D=\Delta-Q$ for a core hole. Hybridization changes $m$ by one, so it has no matrix elements within $d^1L$. The nine uncoupled combinations stay at energy $D$. In the basis $|0\rangle,|1\rangle$ the rest is

$$\begin{pmatrix}0&V_{\rm eff}\\V_{\rm eff}&D\end{pmatrix}.$$

Its characteristic equation $E(E-D)-V_{\rm eff}^2=0$ gives

$$E_\pm=\frac D2\pm\sqrt{\frac{D^2}4+V_{\rm eff}^2}.$$

For the lowest state try $|-\rangle=\cos\theta|0\rangle-\sin\theta|1\rangle$. Its mean energy is

$$D\sin^2\theta-2V_{\rm eff}\sin\theta\cos\theta=\frac D2-\left(\frac D2\cos2\theta+V_{\rm eff}\sin2\theta\right).$$

The bracket is a scalar product with the unit vector $(\cos2\theta,\sin2\theta)$. It is largest when this vector is parallel to $(D/2,V_{\rm eff})$:

$$\tan2\theta=\frac{2V_{\rm eff}}D,\qquad0<2\theta<\pi.$$

The minimum equals $E_-$, which confirms the state. The upper one is the orthogonal combination $|+\rangle=\sin\theta|0\rangle+\cos\theta|1\rangle$.

For a full core, $E_\pm=2\pm\sqrt{4+49.5}$ eV, which gives $-5.314$ and $9.314$ eV, with $\theta_i=37.07^\circ$. For a core hole, $E_\pm=-1\pm\sqrt{1+49.5}$ eV, which gives $-8.106$ and $6.106$ eV, with $\theta_f=49.04^\circ$. The mean number of d electrons in the initial ground state is $\sin^2\theta_i=0.363$, so the label $d^0$ is formal.

If $\Delta\gg V_{\rm eff}$, expanding the root gives $E_-\approx-V_{\rm eff}^2/\Delta$, and $\theta_i\approx V_{\rm eff}/\Delta$. The ion then approaches a true $d^0$ state.

## (e) What does core photoemission show?

**Question.** The core electron leaves so quickly that the valence electrons have no time to respond (the sudden approximation). Find the separation and the weights of the lines within the two-configuration model.

**Solution.** Just after emission the valence state is still the full-core ground state. The weight of each line is its squared overlap with the corresponding core-hole eigenstate:

$$\langle-_f|-_i\rangle=\cos\theta_f\cos\theta_i+\sin\theta_f\sin\theta_i=\cos(\theta_f-\theta_i),$$

$$\langle+_f|-_i\rangle=\sin\theta_f\cos\theta_i-\cos\theta_f\sin\theta_i=\sin(\theta_f-\theta_i).$$

The nine uncoupled states have zero overlap. The main line thus has weight $\cos^2(\theta_f-\theta_i)$ and the satellite $\sin^2(\theta_f-\theta_i)$. A higher final-state energy leaves less kinetic energy for the photoelectron, so the satellite lies at higher binding energy, separated by

$$E_+^f-E_-^f=\sqrt{(\Delta-Q)^2+4V_{\rm eff}^2}.$$

In the example the separation is $6.106+8.106$ eV, or 14.21 eV, and the angle changes by about $12^\circ$, giving a satellite weight of 0.043.

The satellite weight measures how far the core hole changes the mixing angle. It depends on $V_{\rm eff}$ through both angles, but strong mixing alone does not make a strong satellite. The separation grows steadily with $V_{\rm eff}$. If $Q=0$ the angles are equal and the satellite vanishes. If $V_{\rm eff}$ is much larger than $\Delta$ and $|\Delta-Q|$, both angles approach $45^\circ$ and it vanishes again. If instead $V_{\rm eff}\to0$ with $Q>\Delta>0$, then $\theta_i\to0$ and $\theta_f\to90^\circ$. The weight moves to the upper line, because the unchanged $d^0$ state now lies above $d^1L$.

## (f) Does the same reduction work for the next configuration?

**Question.** Find the coupling of $|1\rangle$ to $d^2L^2$, and decide whether one state per configuration is enough.

**Solution.** Let $b_i^\dagger=d_i^\dagger L_i$. For different $i$ these operators commute, since each contains two fermion operators and the exchange signs cancel. Define $|ij\rangle=b_i^\dagger b_j^\dagger|0\rangle$. Each pair is reached from $|1\rangle$ in two ways, by adding $i$ to $j$ or $j$ to $i$. The part of $H_{\rm hyb}|1\rangle$ with $m=2$ is therefore

$$V_{12}|2\rangle=\frac1{V_{\rm eff}}\sum_{i<j}2v_iv_j|ij\rangle.$$

Its squared norm follows from $V_{\rm eff}^4=\sum_iv_i^4+2\sum_{i<j}v_i^2v_j^2$:

$$V_{12}^2=\frac4{V_{\rm eff}^2}\sum_{i<j}v_i^2v_j^2=\frac{2\left(V_{\rm eff}^4-\sum_iv_i^4\right)}{V_{\rm eff}^2}.$$

With $\sum_iv_i^4=4\cdot3^4+6\cdot1.5^4$ in eV⁴, this gives $V_{12}=9.202$ eV, which differs from $V_{\rm eff}$.

Now go back down. The amplitude of $H_{\rm hyb}|2\rangle$ on $|i\rangle$ collects the removal of every partner $j\ne i$:

$$\sum_{j\ne i}v_j\frac{2v_iv_j}{V_{\rm eff}V_{12}}=\frac{2v_i(V_{\rm eff}^2-v_i^2)}{V_{\rm eff}V_{12}}.$$

To return to $|1\rangle$ alone, this must be proportional to $v_i$. That requires all nonzero $|v_i|$ to be equal. Otherwise part of the state leaks into the combinations that do not couple to $d^0$. The leaking amplitude is 0.653 eV in the example, small beside $V_{12}$ but not zero.

Dropping $d^2L^2$ is a separate approximation. It needs an energy step from $d^1L$ to $d^2L^2$ that is large compared with $V_{12}$. Here the full-core step is $12-4=8$ eV, so the condition fails.

## (g) What do all configurations together give?

**Question.** Find a small set of states that is closed under $H$, and compare its results with the two-configuration model.

**Solution.** The four $e_g$ hops are equivalent, and so are the six $t_{2g}$ hops. Let $|a,b\rangle$ be the normalized equal-amplitude sum of all states with $a$ hops in $e_g$ and $b$ in $t_{2g}$. For the $e_g$ part there are $\binom4a$ terms, each with amplitude $\binom4a^{-1/2}$. Acting with $\sum_{i\in e_g}b_i^\dagger$ reaches each set of $a+1$ hops from $a+1$ smaller sets. The result is again an equal-amplitude sum, with the factor

$$(a+1)\sqrt{\binom4{a+1}\bigg/\binom4a}=(a+1)\sqrt{\frac{4-a}{a+1}}=\sqrt{(a+1)(4-a)}.$$

Reverse hops also lead to equal-amplitude sums, because each set of $a$ hops is reached from $4-a$ larger ones. Replacing 4 by 6 for $t_{2g}$, the couplings are

$$\langle a+1,b|H|a,b\rangle=V_{eg}\sqrt{(a+1)(4-a)},$$

$$\langle a,b+1|H|a,b\rangle=V_{t2g}\sqrt{(b+1)(6-b)}.$$

The diagonal energy is $E_m$ with $m=a+b$. With $a=0,\dots,4$ and $b=0,\dots,6$ there are 35 states, in place of the $2^{10}=1024$ in which each electron sits on either side of its pair. From $|0,0\rangle$ the couplings are $2V_{eg}$ and $\sqrt6V_{t2g}$, whose squares add up to $V_{\rm eff}^2$.

The table shows the effect of admitting configurations up to $m_{\max}$. The satellite is the strongest line above the lowest one.

| $m_{\max}$ | Ground energy (eV) | d count | Satellite separation (eV) | Satellite weight |
|---|---|---|---|---|
| 1 | −5.314 | 0.363 | 14.21 | 0.043 |
| 2 | −7.244 | 0.672 | 12.64 | 0.106 |
| 3 | −7.672 | 0.796 | 10.90 | 0.166 |
| 4 | −7.716 | 0.816 | 9.94 | 0.203 |
| 10 | −7.717 | 0.817 | 9.70 | 0.203 |

The ground energy cannot rise as the space grows, by the variational principle. It is nearly settled at $m_{\max}=3$, whereas the satellite separation still changes by more than 1 eV beyond that point. Relative to the full model, two configurations overestimate the separation by 47% and give about one fifth of the weight of the strongest satellite, or about one sixth of the weight 0.251 carried by all lines above the lowest. The full model also has weaker lines at 4.89 and 18.20 eV above the lowest, with weights 0.025 and 0.020.

When, as here, the steps from $d^1L$ to $d^2L^2$ (8 eV with a full core, 2 eV with a core hole) are not large compared with $V_{12}$, parameters fitted with two configurations cannot be carried over unchanged to a larger calculation. The full result is still that of a model without multiplets or ligand bands. The numerical check compares it with the 1024-state fermionic Hamiltonian.

## (h) What if the $d^1L$ states are not degenerate?

**Question.** A crystal field splits the bare d levels, so $d^1L$ costs $\Delta_e$ for an $e_g$ electron and $\Delta_t$ for a $t_{2g}$ electron. Keeping $m\le1$, find the equation for the coupled energies and decide what becomes of the two-level model.

**Solution.** Let the state be $c_0|0\rangle+\sum_ic_i|i\rangle$, and let $\Delta_i$ be $\Delta_e$ or $\Delta_t$. The eigenvalue equations are

$$Ec_0=\sum_iv_ic_i,\qquad Ec_i=v_ic_0+\Delta_ic_i.$$

For $c_0\ne0$ and $E\ne\Delta_i$, the second gives $c_i=v_ic_0/(E-\Delta_i)$. Inserting this in the first and dividing by $c_0$ yields

$$E=\frac{4V_{eg}^2}{E-\Delta_e}+\frac{6V_{t2g}^2}{E-\Delta_t}.$$

The coupling from $d^0$ is still $V_{\rm eff}$, and the mean energy of $|1\rangle$ is the weighted average

$$\bar\Delta=\frac{4V_{eg}^2\Delta_e+6V_{t2g}^2\Delta_t}{V_{\rm eff}^2}.$$

However, $|1\rangle$ is now coupled to another $d^1L$ combination. The $m=1$ part of $H|1\rangle$ is $\sum_iv_i\Delta_i|i\rangle/V_{\rm eff}$. Removing $\bar\Delta|1\rangle$ leaves $\sum_iv_i(\Delta_i-\bar\Delta)|i\rangle/V_{\rm eff}$, which is orthogonal to $|1\rangle$. Its squared norm, the squared coupling $W^2$, is the variance of $\Delta_i$ with weights $v_i^2/V_{\rm eff}^2$. For two values this gives

$$W=|\Delta_e-\Delta_t|\,\frac{\sqrt{4V_{eg}^2\cdot6V_{t2g}^2}}{V_{\rm eff}^2}.$$

A splitting $10Dq=1$ eV about the mean d level gives $\Delta_e=4+0.6=4.6$ eV and $\Delta_t=4-0.4=3.6$ eV. Then $\bar\Delta=(36\cdot4.6+13.5\cdot3.6)/49.5=4.327$ eV and $W=\sqrt{36\cdot13.5}/49.5=0.445$, in eV.

The full-core ground energy from the secular equation is $-5.205$ eV. The two-level formula with $D=\bar\Delta$ gives $-5.197$ eV, higher by 0.008 eV, as a restricted variational space allows. To see why the difference is small, expand each $1/(E-\Delta_i)$ in the secular equation in powers of $(\Delta_i-\bar\Delta)/(E-\bar\Delta)$. The weighted first-order term vanishes by the definition of $\bar\Delta$, and the second-order term gives the variance, so $E=\dfrac{V_{\rm eff}^2}{E-\bar\Delta}\left[1+\dfrac{W^2}{(E-\bar\Delta)^2}+\dots\right]$. Without the correction this is the two-level equation with $D=\bar\Delta$. For the ground state $|E-\bar\Delta|$ is about 9.5 eV, so the correction in the bracket is only about 0.002. Here the neglect of $d^2L^2$ costs far more than the neglect of the crystal-field leakage.

## Values computed for the example and the checks

```
Inputs: Delta = 4.0 eV, U = 4.0 eV, Q = 6.0 eV
Inputs: V_eg = 3.0 eV, V_t2g = -1.5 eV
m = 0: full core 0.0 eV, core hole 0.0 eV
m = 1: full core 4.0 eV, core hole -2.0 eV
m = 2: full core 12.0 eV, core hole -0.0 eV
m = 3: full core 24.0 eV, core hole 6.0 eV
e_g part 4 V_eg^2 = 36.00 eV^2
t2g part 6 V_t2g^2 = 13.50 eV^2
V_eff = 7.036 eV
Two-level full core: E- = -5.314 eV, E+ = 9.314 eV, theta = 37.07 deg
Two-level core hole: E- = -8.106 eV, E+ = 6.106 eV, theta = 49.04 deg
Two-level separation = 14.213 eV
Two-level satellite weight = 0.0431
Two-level mean d count = 0.3633
d1L to d2L2 coupling V_12 = 9.202 eV
Amplitude leaving the single chain = 0.653 eV
Fermionic states: 1024; collective states: 35
m up to 1: ground -5.314 eV, d count 0.363, lowest-line weight 0.9569
   strongest satellite: 14.213 eV above lowest, weight 0.0431
m up to 2: ground -7.244 eV, d count 0.672, lowest-line weight 0.8916
   strongest satellite: 12.643 eV above lowest, weight 0.1060
m up to 3: ground -7.672 eV, d count 0.796, lowest-line weight 0.8068
   strongest satellite: 10.898 eV above lowest, weight 0.1656
m up to 4: ground -7.716 eV, d count 0.816, lowest-line weight 0.7583
   strongest satellite: 9.941 eV above lowest, weight 0.2029
m up to 10: ground -7.717 eV, d count 0.817, lowest-line weight 0.7486
   strongest satellite: 9.695 eV above lowest, weight 0.2030
Strongest lines of the full model (energy above lowest, weight):
   0.000 eV, 0.7486
   9.695 eV, 0.2030
   4.890 eV, 0.0251
   18.199 eV, 0.0196
   14.245 eV, 0.0029
Crystal field 10Dq = 1.0 eV, configurations m = 0 and 1:
   d1L energies: e_g 4.60 eV, t2g 3.60 eV
   weighted mean d1L energy = 4.3273 eV
   ground energy: secular -5.20488 eV, two-level with mean -5.19716 eV
   coupling out of the two-level space = 0.4454 eV
```
